# Fractional charge of kinks in a trimerized chain

## Problem

Electrons hop on a chain of sites $j$ with spacing $a$,

$$
H=-\sum_j t_j\left(c_{j+1}^\dagger c_j+c_j^\dagger c_{j+1}\right),\qquad
t_j=t+u\cos\!\left(\tfrac{2\pi j}{3}+\phi_j\right),\qquad 0<u<t .
$$

The operators refer to one spin; the other spin has an identical copy. There is one electron per three sites and spin, the electrons do not interact, and the temperature is zero. For constant $\phi$ the hoppings repeat every three sites and open a gap at this filling. Raising $\phi$ by $2\pi/3$ replaces $j$ by $j+1$ in the cosine, so it only translates the pattern by one site. A kink joins two such equivalent patterns.

Find the charge of a smooth kink in which $\phi$ rises by $2\pi p/3$, with $p$ an integer, and confirm it by counting electrons on a lattice. Then find what changes when the kink is sharp. An electron has charge $-e$, with $e>0$.

## A tempting solution

Charge is counted by adding up electrons. Take a ring of 900 sites with $t=1$ eV and $u=0.3$ eV. Place a kink with $p=1$ and width parameter $\ell=12a$ (defined below) at site 225, and the reverse kink at site 675. Diagonalize, fill the lowest 300 levels, and sum $n_j-\tfrac13$ over sites 0 to 449, where $n_j$ is the mean occupation per spin. Both ends of this window are almost $19\,\ell$ from the nearest kink, so the sum should have converged. It is $0.4029$. The kink would then carry about $0.40$ electrons per spin, a number with no evident meaning.

## Where it fails

Moving the right end outward by one site changes the sum to $0.4725$; moving it by two gives $0.3333$. The sum has not converged, and a longer window would not help, because the density is not uniform even far from the kink.

In the pattern $\phi=0$, the strong bond $t+u$ joins sites 0 and 1. Reflection about this bond makes their occupations equal, say $\tfrac13+\delta$. Site 2 must then have $\tfrac13-2\delta$, since a cell holds one electron. A sharp end cuts through this pattern and adds a contribution of its own.

The remedy is to sum the running mean

$$
\bar n_j=\tfrac13\,(n_{j-1}+n_j+n_{j+1}),
$$

which equals $\tfrac13$ at every site of a uniform trimer pattern. The sum of $\bar n_j-\tfrac13$ then receives nothing from the bulk, and its ends may lie anywhere in it. This is the same as averaging the sharp sum over three neighbouring positions of each end.

For the right end, the average is $(0.4029+0.4725+0.3333)/3=0.4029$. For the left end, dropping no site, site 0, or sites 0 and 1 lowers the sum by $0$, $\delta$ or $2\delta$, on average by $\delta$. The first move of the right end added a site of the same kind, so $\delta=0.4725-0.4029=0.0696$. The corrected charge is $0.4029-0.0696=0.3333$ electrons. It remains to explain this value.

## Right solution

### Electrons near the Fermi points

Without modulation the band is $-2t\cos ka$, filled up to $k_F=\pi/(3a)$. There its energy is $-t$ and its slope is $\hbar v=2ta\sin(\pi/3)=\sqrt3\,ta$. Write, with $x=ja$,

$$
c_j=\sqrt a\left[e^{ik_Fx}R(x)+e^{-ik_Fx}L(x)\right],
$$

where $R$ and $L$ vary slowly. In $c_{j+1}^\dagger c_j+c_j^\dagger c_{j+1}$, both terms give the same $R^\dagger L$ part, in total $2a\,e^{-2\pi ij/3}e^{-i\pi/3}R^\dagger L$. Multiply by $-\tfrac u2\left(e^{i(2\pi j/3+\phi)}+e^{-i(2\pi j/3+\phi)}\right)$. The first exponential leaves $-ua\,e^{i(\phi-\pi/3)}R^\dagger L$. The second leaves a factor $e^{-4\pi ij/3}$, which averages to zero over three sites, as do the $R^\dagger R$ and $L^\dagger L$ terms.

Since $-e^{-i\pi/3}=e^{2\pi i/3}$, the coupling is $u\,e^{i(\phi+2\pi/3)}$. The constant phase is absorbed into $\phi$ for the continuum calculation, because only changes of $\phi$ will matter. With energies measured from $-t$ and $\psi=(R,L)^T$, to leading order in $u/t$,

$$
H=\int dx\,\psi^\dagger\left[-i\hbar v\,\sigma_z\partial_x+\Delta(\cos\phi\,\sigma_x-\sin\phi\,\sigma_y)\right]\psi,\qquad \Delta=u .
$$

### Density produced by a phase gradient

Let $\phi(x)=\phi_qe^{iqx}+\text{c.c.}$ be small. The perturbation is $V=-\Delta\phi\,\sigma_y$. The unperturbed Hamiltonian at wavevector $k$ is $E\,\mathbf n\cdot\boldsymbol\sigma$, with

$$
E=\sqrt{(\hbar vk)^2+\Delta^2},\qquad \mathbf n=(\Delta,0,\hbar vk)/E .
$$

Its levels $\pm E$ have projectors $P^\pm=(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$, and the lower one is filled. Primes denote values at $k'=k+q$.

To first order, $V$ mixes the filled state at $k$ with the empty one at $k'$, and the filled state at $k'$ with the empty one at $k$. Both energy denominators are $-(E+E')$, and both mixtures contribute to the density component $e^{iqx}$:

$$
\delta n_q=\Delta\phi_q\int\frac{dk}{2\pi}\,
\frac{\mathrm{Tr}(\sigma_yP^-P'^+)+\mathrm{Tr}(\sigma_yP^+P'^-)}{E+E'} .
$$

The two minus signs, from $V$ and from the denominator, have cancelled. Terms with a single $\mathbf n$ vanish because $n_y=0$. From $\mathrm{Tr}(\sigma_a\sigma_b\sigma_c)=2i\epsilon_{abc}$, each trace equals $-\tfrac i2(\mathbf n\times\mathbf n')_y$, and

$$
(\mathbf n\times\mathbf n')_y=n_zn'_x-n_xn'_z=\frac{\Delta\hbar v(k-k')}{EE'}=-\frac{\Delta\hbar vq}{EE'} .
$$

The traces therefore add up to $i\Delta\hbar vq/(EE')$, so

$$
\delta n_q=\frac{iq\phi_q}{2\pi}F,\qquad
F=\int_{-\infty}^{\infty}dk\,\frac{\hbar v\Delta^2}{EE'(E+E')} .
$$

For $q\to0$, the substitution $\kappa=\hbar vk/\Delta$ gives

$$
F\to\frac12\int_{-\infty}^{\infty}\frac{d\kappa}{(1+\kappa^2)^{3/2}}
=\frac12\left[\frac{\kappa}{\sqrt{1+\kappa^2}}\right]_{-\infty}^{\infty}=1 .
$$

Since $iq\phi_q$ is the Fourier component of $d\phi/dx$, this is the Goldstone-Wilczek relation for the density:

$$
\delta n=\frac1{2\pi}\frac{d\phi}{dx}.
$$

The phase need be small only relative to a local background $\phi_0$. The constant rotation $R\to e^{i\phi_0/2}R$, $L\to e^{-i\phi_0/2}L$ removes that background without changing the density. Within this continuum model the relation thus holds for large total phase changes, provided they are slow on the scale $\xi=\hbar v/\Delta$. On the lattice the local law also needs $u\ll t$: at finite $u/t$ it has a $\phi$-dependent correction that survives for arbitrarily slow variation. Integration gives

$$
N_{\rm kink}=\frac{\phi(\infty)-\phi(-\infty)}{2\pi}=\frac p3
$$

extra electrons per spin, or a charge $-pe/3$. Physically, a rising phase shortens the local period of the modulation, and each period holds one electron on average over the kink.

### Shape of the kink

Suppose the lattice and electrons together give the phase the energy density $\tfrac K2\phi'^2+W(1-\cos3\phi)$, with $K,W>0$. Stationarity requires $K\phi''=3W\sin3\phi$. Multiplying by $\phi'$ and integrating from a minimum gives $\tfrac K2\phi'^2=2W\sin^2(3\phi/2)$. With $\ell=\sqrt{K/(9W)}$, the rising solution obeys

$$
\phi'=\frac{2}{3\ell}\sin\frac{3\phi}2,\qquad
\phi=\frac43\arctan e^{x/\ell},\qquad
\delta n=\frac{1}{3\pi\ell\cosh(x/\ell)} .
$$

Because $\int dy/\cosh y=\pi$, the density integrates to $\tfrac13$.

The position of the minima is an assumption. In the example, the electronic energy alone is lower at $\phi=\pi/3$ than at $\phi=0$, by $0.67$ meV per site and spin, so minima at $\phi=0$ need a further contribution, such as an anharmonic elastic term. A harmonic one cannot supply it, because $\sum_j\cos^2(2\pi j/3+\phi)=\tfrac32$ per cell for every $\phi$. The charge does not depend on this: shifting the whole profile by $\pi/3$ again gave $0.3333$.

### Why the total is sharper than the local law

The local law is approximate, but the charge of a well-separated kink is quantized. Put three successive kinks with $p=1$ on a ring of $3M$ sites, with each spacing one less than a multiple of three sites. Since a rise of $2\pi/3$ replaces $j$ by $j+1$, each kink is then a translated copy of the previous one, so all have the same charge $q_1$, in electrons. Together they raise $\phi$ by $2\pi$ and restore the original pattern. The bulk accounts for $M$ electrons and the total number is an integer, so $3q_1$ is an integer.

Now widen the kink and reduce $u/t$, keeping $\ell\gg\xi$. As long as no level crosses the chemical potential, $q_1$ cannot jump between multiples of $\tfrac13$. In this limit the gradient law becomes accurate and selects $q_1=\tfrac13$.

On 900 sites with three smooth kinks 300 sites apart (not exact copies at this spacing, but each found to hold $0.3333$), 301 levels lie below midgap: one more than the 300 of the uniform chain.

## Numbers for the example

With $a=0.4$ nm, the kink parameter is $\ell=4.8$ nm. The gap edges at $\phi=0$ are $-1.3000$ and $-0.7166$ eV, so half the gap is $0.2917$ eV and

$$
\xi=\frac{\sqrt3\times1\ \text{eV}}{0.2917\ \text{eV}}\,a=5.94\,a=2.4\ \text{nm}.
$$

Smoothed counting gives $0.3333$ for $p=1$ and $0.6667$ for an imposed profile with $p=2$. The reverse kinks give the opposite values. For $p=1$ the charge per spin is $-e/3=-5.34\times10^{-20}$ C.

Inside the kink the local period is not exactly three sites, so one running mean leaves a ripple. For the local density the mean is therefore applied three times in succession, which leaves the totals unchanged because the ends of the window lie in the bulk. The peak of this triply smoothed density is $0.00820$ electrons per site, against $0.00884$ from the gradient law, a difference of $7.2\%$ relative to the law's peak. For $u/t=0.1$ and $\ell=50a$ the largest deviation falls to $3.9\%$ of the peak. Much of this deviation comes from finite $u/t$ and does not vanish as the kink widens: in the limit of a very wide kink the density at the centre stays about $4.9\%$ below the law for $u/t=0.3$ and $2.3\%$ below it for $u/t=0.1$.

At two-thirds filling the sign reverses. On a ring with an even number of sites, the exchange $c_j\to(-1)^jc_j^\dagger$ leaves $H$ unchanged and turns $n_j$ into $1-n_j$. The same kink then holds $-\tfrac13$ electron per spin, as the lattice count confirms.

## A sharp kink

Let the phase jump from $0$ to $\theta$ at $x=0$, with $0<\theta<2\pi$. A bound state has the form $\chi e^{-\kappa|x|}$ with the same spinor $\chi=(R,L)^T$ on both sides. With $G=\hbar v\kappa>0$, the upper row of the Dirac equation reads

$$
(iG-E)R=-\Delta e^{i\theta}L\quad(x>0),\qquad
(-iG-E)R=-\Delta L\quad(x<0).
$$

Here $E$ is the bound-state energy. The lower rows agree with these if $G^2+E^2=\Delta^2$. Set $E=-\Delta\cos\alpha$ and $G=\Delta\sin\alpha$, with $0<\alpha<\pi$. Dividing the two equations gives $e^{2i\alpha}=e^{i\theta}$, so

$$
E=-\Delta\cos\frac\theta2 .
$$

For $\theta=2\pi/3$ the level lies at $-\Delta/2$, below midgap. Sharpening a smooth kink with this level kept filled preserves its charge of $\tfrac13$ electron. Emptying the level leaves $\tfrac13-1=-\tfrac23$. The lattice gives both values.

The energy formula is less robust than the charge. On the lattice the step is placed so that the new phase starts at a bond $j$ divisible by 3, which puts four weak bonds in a row; the other placements give one weak bond between two strong ones, a different lattice that was not computed. For this placement, $E/\Delta$ measured from midgap is only $-0.13$ at $u/t=0.3$. At $u/t=0.04$ and $0.02$ it is $-0.454$ and $-0.477$, and linear extrapolation to $u=0$ gives $-0.500$.

With both spins, the level can hold two, one or no electrons:

- **Two electrons:** the excess is $\tfrac13+\tfrac13$, so the charge is $-2e/3$ and the spin is $0$.
- **One electron:** the excess is $\tfrac13-\tfrac23$, so the charge is $+e/3$ and the spin is $\tfrac12$.
- **No electrons:** the excess is $-\tfrac23-\tfrac23$, so the charge is $+4e/3$ and the spin is $0$.

A sharp step of $4\pi/3$ is the same lattice as one of $-2\pi/3$, since the hoppings depend on $\phi$ modulo $2\pi$. The phase difference across a sharp kink therefore fixes its charge per spin only up to whole electrons, and the filling of the gap level supplies the missing integer. The numerical check counts both the smooth and the sharp cases.

## Values computed for the example and the checks

```
mean hopping t = 1.00 eV, modulation u = 0.30 eV
site spacing a = 0.40 nm, kink width ell = 4.80 nm
gap edges at phi=0: -1.3000 and -0.7166 eV
midgap = -1.0083 eV, half gap Delta = 0.2917 eV
smallest full gap over all phi = 0.5834 eV
coherence length xi = 2.375 nm = 5.937 sites
electronic energy per site and spin, phi=pi/3 minus phi=0: -0.6709 meV
ripple test: u/t = 0.10, phase amplitude = 0.05 rad
  q xi = 0.907: F lattice = 0.8826, F formula = 0.8821
  q xi = 2.721: F lattice = 0.4871, F formula = 0.4852
kink-antikink ring: 900 sites
  p=1, origin 0.000 rad: kink 0.333333, antikink -0.333333 electrons per spin
  p=2, origin 0.000 rad: kink 0.666667, antikink -0.666667 electrons per spin
  p=1, origin 1.047 rad: kink 0.333333, antikink -0.333333 electrons per spin
raw sums for three neighbouring right cuts: 0.4029, 0.4725, 0.3333 electrons
kink at two-thirds filling: -0.333333 electrons per spin
kink charge per spin = -0.333333 e = -5.34059e-20 C
peak excess density: lattice 0.008204, gradient law 0.008842 electrons per site
largest local deviation / peak, u/t=0.3, ell=12a: 7.21 %
largest local deviation / peak, u/t=0.1, ell=50a: 3.93 %
three kinks on 900 sites: 301 levels below midgap, excess 1
  single charges: 0.33333, 0.33333, 0.33333 electrons
sharp kink on 899 sites: gap level at -1.0476 eV, (E - midgap)/Delta = -0.1349
  level filled: 0.333333, level empty: -0.666667 electrons per spin
  level with 2 electrons, spin 0: charge -0.66667 e = -1.0681e-19 C
  level with 1 electron, spin 1/2: charge +0.33333 e = +5.3406e-20 C
  level with 0 electrons, spin 0: charge +1.33333 e = +2.1362e-19 C
sharp kink, u/t = 0.02: (E - midgap)/Delta = -0.47724
sharp kink, u/t = 0.04: (E - midgap)/Delta = -0.45398
extrapolated to u=0: -0.50049, Dirac formula: -0.50000
```
